# The CEPA family from the projected full CI doubles equation, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. The spin orbitals are real and orthonormal and come from a Hartree–Fock calculation, but they need not be canonical. Indices $i,j,k,l$ label the $N$ correlated occupied spin orbitals of the reference determinant $\Phi_0$, $a,b,c,d$ label virtual ones, and $p,q,r,s$ either kind. An orbital symbol also stands for its annihilator, so $a^\dagger$ creates and $i$ annihilates. The antisymmetrized integrals are $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, and the Hamiltonian, normal ordered with respect to $\Phi_0$, is

$$H_N=H-E_{HF}=\sum_{pq}f_{pq}\{p^\dagger q\}+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}.$$

The Hartree–Fock condition is $f_{ia}=0$. The excited determinants are

$$\Phi_{ij}^{ab}=a^\dagger b^\dagger ji\,\Phi_0,\qquad \Phi_{ijkl}^{abcd}=a^\dagger b^\dagger c^\dagger d^\dagger lkji\,\Phi_0=(c^\dagger d^\dagger lk)(a^\dagger b^\dagger ji)\Phi_0 ,$$

where the last form holds because a product of two fermion operators moves past operators of other orbitals without a sign. The exact state in the basis is taken in intermediate normalization, $\langle\Phi_0|\Psi\rangle=1$:

$$\Psi=(1+C_1+C_2+C_3+C_4+\dots)\Phi_0,\qquad H_N\Psi=E_c\Psi,\qquad C_2=\sum_{i<j,\,a<b}c_{ij}^{ab}\,a^\dagger b^\dagger ji .$$

All coefficients are antisymmetric in their upper and in their lower indices. The abbreviations are $v_{kl}^{cd}=\langle kl\|cd\rangle$ and $w_{kl}^{cd}=v_{kl}^{cd}c_{kl}^{cd}$ (no sum). As a product of two antisymmetric quantities, $w$ is symmetric under $k\leftrightarrow l$ and under $c\leftrightarrow d$, and it vanishes for $k=l$ or $c=d$. The operator $P(ij)$ means $P(ij)X_{ij}=X_{ij}-X_{ji}$.

## The exact equations

**Q.** I have heard it said that CEPA, the coupled electron pair approximation, is what one gets by factorizing the quadruples in full CI. I doubt that one approximation can produce a whole family of methods.

**A.** It cannot. Factorization, with singles and triples dropped, gives coupled-cluster doubles (CCD). The diagonal form needs a second neglect, and the members of the family come from a third choice. Begin with what is exact. Project $H_N\Psi=E_c\Psi$ on $\Phi_0$. The term $\langle\Phi_0|H_N|\Phi_0\rangle$ is zero, singles couple to $\Phi_0$ only through $f_{ia}=0$, and a two-body operator cannot reach beyond doubles. The de-excitation part $\tfrac14\sum v_{kl}^{cd}\,k^\dagger l^\dagger dc$ has four equal terms for each $k<l$, $c<d$, and $k^\dagger l^\dagger dc\;c^\dagger d^\dagger lk\,\Phi_0=\Phi_0$. Hence

$$E_c=\sum_{k<l}\varepsilon_{kl},\qquad \varepsilon_{kl}=\sum_{c<d}w_{kl}^{cd},\qquad \varepsilon_k=\sum_l\varepsilon_{kl},\qquad \sum_k\varepsilon_k=2E_c .$$

The $\varepsilon_{kl}$ are the pair energies, with $\varepsilon_{kk}=0$. Projection on a double reaches at most quadruples:

$$L_{ij}^{ab}+S_{ij}^{ab}+T_{ij}^{ab}+Q_{ij}^{ab}=E_c\,c_{ij}^{ab},\tag{1}$$

with $L=\langle\Phi_{ij}^{ab}|H_N(1+C_2)|\Phi_0\rangle$ and with $S$, $T$, $Q$ the same projection of $H_NC_1\Phi_0$, $H_NC_3\Phi_0$, $H_NC_4\Phi_0$.

**Q.** Write out $L$. I want to see that nothing depending on $E_c$ is hidden in it.

**A.** Take the parts of $H_N$ that conserve the excitation level one at a time. The particle term $f_{bc}\,b^\dagger c$ turns $\Phi_{ij}^{ac}$ into $\Phi_{ij}^{ab}$ with a plus sign. The hole term is $f_{kj}\{k^\dagger j\}=-f_{kj}\,jk^\dagger$, and $jk^\dagger\,a^\dagger b^\dagger ki\,\Phi_0=a^\dagger b^\dagger ji\,\Phi_0$, which gives $-f_{kj}c_{ik}^{ab}$. The term $\langle ab\|cd\rangle a^\dagger b^\dagger dc$ turns $\Phi_{ij}^{cd}$ into $+\Phi_{ij}^{ab}$. The term $\langle kl\|ij\rangle\{k^\dagger l^\dagger ji\}=\langle kl\|ij\rangle\,ji\,k^\dagger l^\dagger$ turns $\Phi_{kl}^{ab}$ into $+\Phi_{ij}^{ab}$. In the particle–hole term the four equivalent index orders cancel the $\tfrac14$, and $\{k^\dagger b^\dagger jc\}=-b^\dagger jc\,k^\dagger$. Acting on $a^\dagger c^\dagger ki\,\Phi_0$, $ck^\dagger$ leaves $-a^\dagger i\,\Phi_0$, so the result is $b^\dagger ja^\dagger i\,\Phi_0=+a^\dagger b^\dagger ji\,\Phi_0$. The spectator particle may be $a$ or $b$ and the spectator hole $i$ or $j$, which supplies the antisymmetrizers:

$$L_{ij}^{ab}=v_{ij}^{ab}+P(ab)\sum_cf_{bc}c_{ij}^{ac}-P(ij)\sum_kf_{kj}c_{ik}^{ab}+\tfrac12\sum_{cd}\langle ab\|cd\rangle c_{ij}^{cd}+\tfrac12\sum_{kl}\langle kl\|ij\rangle c_{kl}^{ab}+P(ij)P(ab)\sum_{kc}\langle kb\|cj\rangle c_{ik}^{ac}.$$

In vector form $L=v+Ac$, where $A$ is the symmetric matrix of $H_N$ among the doubles. It holds integrals only.

**Q.** And the quadruples term?

**A.** Only the de-excitation part of $H_N$ lowers the level by two. A quadruple reaches $\Phi_{ij}^{ab}$ only if it contains those holes and particles, so it is $(c^\dagger d^\dagger lk)\Phi_{ij}^{ab}$, and $k^\dagger l^\dagger dc$ undoes the first factor with a plus sign, exactly as in the energy. The determinant exists only if $k,l\notin\{i,j\}$ and $c,d\notin\{a,b\}$, since an electron cannot be removed twice nor an orbital filled twice. With a prime for this restriction,

$$Q_{ij}^{ab}={\sum_{k<l,\,c<d}}'\;v_{kl}^{cd}\,c_{ijkl}^{abcd}.\tag{2}$$

CI with doubles only (CID) sets $S=T=Q=0$ and solves $L=E_cc$.

## Factorization

**Q.** Why should $C_4$ be a product of doubles?

**A.** Write $\Psi=e^{T_1+T_2+\dots}\Phi_0$ and collect levels: $C_2=T_2+\tfrac12T_1^2$ and $C_4=T_4+T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4$. In Møller–Plesset counting $T_2$ starts at first order, $T_1$ and $T_3$ at second and $T_4$ at third, so $\tfrac12T_2^2$ is the only second-order part of $C_4$. It describes two pairs scattering independently. Approximation A sets $T_1=T_3=T_4=0$, which means $S=T=0$ and $C_4=\tfrac12C_2^2$.

**Q.** Then $c_{ijkl}^{abcd}=c_{ij}^{ab}c_{kl}^{cd}$?

**A.** No, that product is only one of several. The double-excitation operators commute, so $\tfrac12C_2^2$ is the sum over unordered pairs of different doubles, each counted once. A given quadruple arises from every way of splitting $ijkl$ into two pairs (3 ways) and of choosing which two virtuals go with the pair that contains $i$ (6 ways), which makes 18 products. Each carries the parities of the two permutations that restore the order $ijkl$ and $abcd$:

- occupied: $(ij|kl)\,+$, $(ik|jl)\,-$, $(il|jk)\,+$;
- virtual: $(ab|cd)\,+$, $(cd|ab)\,+$, $(ac|bd)\,-$, $(bd|ac)\,-$, $(ad|bc)\,+$, $(bc|ad)\,+$.

For example, $(ik|jl)$ with $(ad|bc)$ contributes $-c_{ik}^{ad}c_{jl}^{bc}$. Call the first product direct and write $c_{ijkl}^{abcd}=c_{ij}^{ab}c_{kl}^{cd}+\rho_{ijkl}^{abcd}$, with $\rho$ the other 17. Equation (2) becomes

$$Q_{ij}^{ab}=c_{ij}^{ab}{\sum}'w_{kl}^{cd}+R_{ij}^{ab},\qquad R_{ij}^{ab}={\sum}'v_{kl}^{cd}\rho_{ijkl}^{abcd}.$$

Without the prime the first sum would be $E_c$. Add and subtract the missing terms:

$${\sum}'w_{kl}^{cd}=E_c-\Delta_{ij}^{ab},\qquad \Delta_{ij}^{ab}=\sum_{\text{shared}}w_{kl}^{cd},$$

where "shared" means that $\{k,l\}$ meets $\{i,j\}$ or $\{c,d\}$ meets $\{a,b\}$. These are the exclusion-principle-violating (EPV) terms. Equation (1) now reads $L+(E_c-\Delta)c+R=E_cc$, and the total correlation energy cancels:

$$L_{ij}^{ab}+R_{ij}^{ab}=\Delta_{ij}^{ab}\,c_{ij}^{ab}.\tag{3}$$

**Q.** Terms that violate the exclusion principle sound like an error that has been let in.

**A.** They enter as a subtraction. The right side $E_cc$ counts every pair excitation in the system. The quadruples cancel those that can take place while $ij\to ab$ is excited. What survives in $\Delta$ is the correlation energy of the excitations that $ij\to ab$ blocks, so $\Delta$ is the exclusion principle at work. It is normally negative, and in $(A-\Delta)c=-v-R$ it raises the effective excitation energy, which is the cost of losing that correlation.

**Q.** You say (3) is CCD, but the CCD equations have no restricted sums and no shift.

**A.** The 18-term expression equals $\tfrac1{32}$ of the sum of $\mathrm{sgn}(\pi)\,\mathrm{sgn}(\pi')\,cc$ over all $24\times24$ permutations of the lower and upper indices, because each product occurs $2^4\cdot2=32$ times (a swap inside each of four index pairs, and the exchange of the two factors), and $576/32=18$. It is therefore fully antisymmetric and vanishes when two lower or two upper indices coincide. On every shared term, then, $\rho=-c_{ij}^{ab}c_{kl}^{cd}$. Let $K$ be the unrestricted sum of $v\rho$. Its shared part is $-\Delta c$, so

$$K_{ij}^{ab}=\tfrac14\sum_{klcd}v_{kl}^{cd}\rho_{ijkl}^{abcd}=R_{ij}^{ab}-\Delta_{ij}^{ab}c_{ij}^{ab},$$

and (3) is $L+K=0$. Now collect the 17 products, using that renaming $c\leftrightarrow d$ or $k\leftrightarrow l$ flips the sign of $v$. The product $(ij|kl)(cd|ab)$ stands alone. In the four others with $(ij|kl)$, renaming turns $+c_{ij}^{ad}c_{kl}^{bc}$ into $-c_{ij}^{ac}c_{kl}^{bd}$ and $-c_{ij}^{bd}c_{kl}^{ac}$ into $+c_{ij}^{bc}c_{kl}^{ad}$, which doubles the partners and gives $-\tfrac12P(ab)\,c_{ij}^{ac}c_{kl}^{bd}$. Renaming $k\leftrightarrow l$ makes the six products with $+(il|jk)$ equal to the six with $-(ik|jl)$, so these carry the factor $-\tfrac12$. Among them $(ab|cd)$ gives $-\tfrac12c_{ik}^{ab}c_{jl}^{cd}$, and $(cd|ab)$ gives $-\tfrac12c_{ik}^{cd}c_{jl}^{ab}$, which is $+\tfrac12c_{jk}^{ab}c_{il}^{cd}$ after renaming. The remaining four give $-\tfrac12[-2c_{ik}^{ac}c_{jl}^{bd}+2c_{ik}^{bc}c_{jl}^{ad}]$. Together, with $1+4+4+8=17$ products used,

$$K_{ij}^{ab}=\sum_{klcd}v_{kl}^{cd}\Big[\tfrac14c_{ij}^{cd}c_{kl}^{ab}-\tfrac12P(ab)c_{ij}^{ac}c_{kl}^{bd}-\tfrac12P(ij)c_{ik}^{ab}c_{jl}^{cd}+P(ab)c_{ik}^{ac}c_{jl}^{bd}\Big].$$

These are the connected quadratic terms of CCD. As a check, take two electrons and two virtuals, so one $v$ and one $c$. The four terms give $(1-2-2+2)vc^2=-vc^2$, which is $R-\Delta c$ with $R=0$ and $\Delta=vc=E_c$. The EPV shift is the part of the CCD quadratic terms that is diagonal in the amplitude being solved for.

## The diagonal shift

**Q.** So CEPA drops $R$. On what grounds?

**A.** That is approximation B, and it gives

$$L_{ij}^{ab}=\Delta_{ij}^{ab}\,c_{ij}^{ab}.\tag{4}$$

It is not an order-by-order step, since $R$ and $\Delta c$ both first affect the energy at fourth order. The ground is structural. Suppose that the electron pairs occupy different regions and the orbitals are localized. Each term of $R$, an integral $v_{kl}^{cd}$ times one of the 17 products, then has a factor that connects different pairs. If $i$ and $j$ form one pair and $k$ and $l$ another, this factor is an amplitude such as $c_{ik}^{ac}$ when $c$ and $d$ both lie in the region of $kl$. Otherwise it is the integral $v_{kl}^{cd}$, as in $c_{ij}^{cd}c_{kl}^{ab}$ with $cd$ on the first pair and $ab$ on the second, where both amplitudes can be large. If $i$ and $j$ belong to different pairs, $k$ and $l$ can be their partners. Both amplitudes in $c_{ik}^{ac}c_{jl}^{bd}$ can then be large, and the connecting factor is the integral $v_{kl}^{cd}$. For separated pairs the connecting factors vanish, and $R$ with them. The shift $\Delta$ of an excited pair, in contrast, contains the energy $\varepsilon_{ij}$ of that pair itself, which remains at any separation. How large $R$ is in a molecule is a numerical question, and in the example below it is not negligible.

**Q.** Give me $\Delta$ in closed form.

**A.** For a term $(kl,cd)$ let $x=[i\in kl]+[j\in kl]-[i,j\in kl]$, where a bracket is 1 if the statement holds and 0 otherwise. Then $x=1$ if an occupied index is shared and 0 if not. Let $y$ be the same for $a,b$ in $cd$. The term is shared if $x+y-xy=1$. Define $\varepsilon^{cd}=\sum_{k<l}w_{kl}^{cd}$, $\varepsilon^a=\sum_d\varepsilon^{ad}$, $\varepsilon_i^a=\sum_{ld}w_{il}^{ad}$, $\varepsilon_{ij}^a=\sum_dw_{ij}^{ad}$ and $\varepsilon_i^{ab}=\sum_lw_{il}^{ab}$. Summing $w$ against $x$, against $y$, and against the nine products in $xy$ gives

$$\Delta_{ij}^{ab}=(\varepsilon_i+\varepsilon_j-\varepsilon_{ij})+(\varepsilon^a+\varepsilon^b-\varepsilon^{ab})-\big[\varepsilon_i^a+\varepsilon_i^b+\varepsilon_j^a+\varepsilon_j^b-\varepsilon_{ij}^a-\varepsilon_{ij}^b-\varepsilon_i^{ab}-\varepsilon_j^{ab}+w_{ij}^{ab}\big].\tag{5}$$

Equation (4) with (5) is the full EPV model.

**Q.** The CEPA shifts I know carry no virtual indices.

**A.** That is choice C. Write $x+y-xy=x+y(1-x)$. The first part is the occupied EPV sum, and the second holds the terms where $kl$ is disjoint from $ij$ but $cd$ touches $ab$. Keeping the first alone is CEPA(3). In spin orbitals the family is:

- CEPA(3): $\Delta_{ij}=\varepsilon_i+\varepsilon_j-\varepsilon_{ij}$, all pairs that share an occupied index;
- CEPA(2): $\Delta_{ij}=\varepsilon_{ij}$, only the pair itself;
- CEPA(1): $\Delta_{ij}=\tfrac12(\varepsilon_i+\varepsilon_j)$, the mean of these two;
- CEPA(0): $\Delta=0$, the linear equation $Ac=-v$, which is CCD without its quadratic terms.

CID fits the same form with $\Delta=E_c$. For $N=2$ there is one pair, $\varepsilon_i=\varepsilon_j=\varepsilon_{ij}=E_c$, no quadruples exist, and CEPA(1), (2), (3), full EPV, CCD and CID coincide. CEPA(0) does not share this limit.

**Q.** Dropping the virtual part looks like a further loss of accuracy.

**A.** Not necessarily, because that part and $R$ can cancel. $L$ is the projection of $H_N(1+C_2)\Phi_0$, and neither $\Phi_0$ nor the operator $C_2$ changes when occupied orbitals are mixed among themselves or virtuals among themselves. So $L$ and $c$ transform as the same tensor, and so does $K$. The pair energies are sums over all virtual pairs and do not change under virtual rotations, so CEPA(1–3) are invariant to them. The virtual part of (5) is not. Take two separated two-electron systems with localized occupied orbitals. There CCD obeys $L=\varepsilon_{ij}c$ for each pair, as shown next, and this holds for any virtuals. If the virtuals are delocalized over both systems, the virtual part of $\Delta$ is in general nonzero, and (3) then forces $R=(\Delta-\varepsilon_{ij})c$. The virtual part is cancelled exactly by $R$, so dropping both is right and dropping $R$ alone is wrong.

## Separated pairs and the factor one half

**Q.** Show me that claim, and show what the cancellation of $E_c$ buys.

Factorizing the quadruples cancels $E_c$ from the doubles equation, and dropping $R$ then leaves the diagonal equation (4), whose different shifts define the CEPA family. It remains to prove the claim about separated pairs and show what the cancellation buys, then to treat averaged shifts and closed shells and to test the methods numerically.
